# Where the Volmer exchange current peaks under Langmuir adsorption

**Question**

I am working on hydrogen evolution as a side reaction on cathodes in an acid plating bath, and I am stuck on an exercise about the Volmer step,

\[
\mathrm{H^+ + e^- + {*} \rightleftharpoons H^*},
\]

where \(*\) is an empty surface site. Hydrogen adsorbs according to Langmuir, and from metal to metal the activation energy of adsorption is linear in the adsorption free energy \(G\), with slope \(\alpha\). I am to show that the exchange current is largest at coverage \(\theta=\alpha\), and to find the \(G\) at which this happens.

I wrote the exchange current as \(j_0\propto e^{-\alpha G/kT}(1-\theta)\) and differentiated with respect to \(G\). That gives \(-\alpha/kT\) times \(j_0\), which never vanishes, so stronger binding seems to help without limit. I had also expected the best surface to have \(G=0\), whatever \(\alpha\) is. What am I missing? And would the answer matter for a real cathode?

**Answer**

Your expression for \(j_0\) is right, but your derivative holds \(\theta\) fixed. At equilibrium a surface that binds hydrogen more strongly is also more crowded, so \(\theta\) depends on \(G\) and must be differentiated too.

**Conventions**

Take equivalent sites, each holding at most one H, with no interaction between neighbours. Let \(G\) be the free energy of adsorption at the reversible hydrogen potential, for H₂ at 1 bar and unit proton activity. It excludes the configurational entropy of arranging the atoms on the sites; that part enters through the factors \(\theta\) and \(1-\theta\). Negative \(G\) means strong binding.

For the family of surfaces being compared, the forward (adsorption) barrier is

\[
E_f=B+\alpha G,\qquad 0<\alpha<1,
\]

where \(B\), the site density \(N\) and the rate prefactor are the same for all members. The reverse barrier is not a free choice. Both barriers lead to the same transition state, and the final state lies \(G\) above the initial one, so

\[
E_r=E_f-G=B-(1-\alpha)G .
\]

**Coverage and exchange current**

Write \(x=G/kT\). Adsorption needs an empty site and desorption an occupied one. With the transition-state prefactor \(kT/h\), the two one-way currents are

\[
j_f=J\,e^{-\alpha x}(1-\theta),\qquad
j_r=J\,e^{(1-\alpha)x}\,\theta,\qquad
J=eN\frac{kT}{h}e^{-B/kT}.
\]

At equilibrium they are equal. Dividing \(j_f=j_r\) by \(J\,e^{(1-\alpha)x}(1-\theta)\) gives

\[
\frac{\theta}{1-\theta}=e^{-x},\qquad\text{so}\qquad \theta=\frac{1}{1+e^{x}} .
\]

This is the Langmuir isotherm. The slope \(\alpha\) has cancelled, as it must: a barrier cannot alter an equilibrium coverage. A Heyrovsky or Tafel step running in parallel does not alter it either, because at the reversible potential every step is balanced.

The exchange current is the common value of the two currents. Since \(e^{-\alpha x}=[\theta/(1-\theta)]^{\alpha}\),

\[
j_0=J\left(\frac{\theta}{1-\theta}\right)^{\alpha}(1-\theta)
=J\,\theta^{\alpha}(1-\theta)^{1-\alpha}.
\]

**The maximum**

Differentiate the isotherm first:

\[
\frac{d\theta}{dx}=-\frac{e^{x}}{(1+e^{x})^{2}}=-\theta(1-\theta),
\]

because \(e^x/(1+e^x)=1-\theta\). Now take the logarithm of the forward current, \(\ln(j_0/J)=-\alpha x+\ln(1-\theta)\), and let \(\theta\) vary:

\[
\frac{d\ln j_0}{dx}=-\alpha-\frac{1}{1-\theta}\frac{d\theta}{dx}=\theta-\alpha .
\]

The term \(-\alpha\) is the one you found: weaker binding raises the barrier. The term \(+\theta\) is the one you lost: weaker binding frees sites. They balance at

\[
\theta=\alpha .
\]

The second derivative is \(d\theta/dx=-\theta(1-\theta)\), which is negative for every finite \(G\). The stationary point is therefore a maximum, and there is no other. Putting \(\theta=\alpha\) into \(e^{x}=(1-\theta)/\theta\) locates it:

\[
G^*=kT\ln\frac{1-\alpha}{\alpha},\qquad
j_0^{\max}=J\,\alpha^{\alpha}(1-\alpha)^{1-\alpha}.
\]

So your expectation \(G=0\) holds for \(\alpha=\tfrac12\). For \(\alpha<\tfrac12\) the barrier responds weakly to binding, free sites matter more, and the optimum moves to \(G^*>0\). For \(\alpha>\tfrac12\) it moves to \(G^*<0\). At \(\alpha=0\) or \(1\) the derivative \(\theta-\alpha\) keeps one sign, and there is no interior peak.

Far from the peak the two sides differ:

- Weak binding, \(x\gg1\): \(1-\theta\to1\), so \(j_0\approx J e^{-\alpha x}\).
- Strong binding, \(x\ll-1\): \(1-\theta\approx e^{x}\), so \(j_0\approx J e^{(1-\alpha)x}\).

Do not confuse \(\alpha\) with the transfer coefficient \(\beta\). The slope \(\alpha\) compares different surfaces at one potential; \(\beta\) describes one surface as the potential changes. At an overpotential \(\eta\), with the coverage frozen, the net anodic current is

\[
j=j_0\left[e^{(1-\beta)e\eta/kT}-e^{-\beta e\eta/kT}\right].
\]

Its slope at \(\eta=0\) is \(j_0[(1-\beta)+\beta]e/kT=e j_0/kT\), whatever \(\beta\) is. The charge-transfer resistance is therefore \(kT/(e j_0)\).

**Numbers for an acid bath**

Take \(T=298.15\) K, so \(kT=25.69\) meV, and the round values \(\alpha=0.30\), \(B=0.60\) eV and \(N=1.5\times10^{15}\) cm⁻². One H per site carries \(eN=240\) µC/cm², and \(kT/h=6.212\times10^{12}\) s⁻¹. Then

\[
J=(240\ \mathrm{\mu C/cm^2})(6.212\times10^{12}\ \mathrm{s^{-1}})\,e^{-0.60/0.02569}\approx108\ \mathrm{mA/cm^2},
\]

\[
G^*=25.69\ \mathrm{meV}\times\ln\frac{0.70}{0.30}=21.8\ \mathrm{meV}\quad(2.10\ \mathrm{kJ/mol}),
\]

\[
j_0^{\max}=0.5429\,J=58.4\ \mathrm{mA/cm^2}.
\]

The charge-transfer resistance at the peak is \(0.02569\ \mathrm{V}/0.0584\ \mathrm{A\,cm^{-2}}=0.44\) Ω cm².

At \(G=0\) half the sites are filled and \(j_0=J/2=53.8\) mA/cm². The true optimum is better by a factor of 1.086, or about 9%. The peak is flat: solving \(j_0=j_0^{\max}/2\) numerically gives \(G=-41.1\) and \(+110.5\) meV. Further out the asymmetry is large. At \(G=+0.30\) eV the current is 3.2 mA/cm², at \(-0.30\) eV it is 0.030 mA/cm². From the two limiting forms their ratio is \(e^{(1-2\alpha)(0.30\ \mathrm{eV})/kT}\), about 107. For \(\alpha<\tfrac12\), as here, and at fixed \(B\), strong binding suppresses the Volmer exchange more than equally weak binding does.

**What shifts the peak**

*Hydrogen pressure.* A bath need not be saturated with H₂ at 1 bar. At pressure \(p\) (in bar) the reversible potential moves by \(U=-(kT/2e)\ln p\), and the adsorption free energy there is \(G+eU\), with \(G\) still the 1 bar value. The forward barrier becomes \(B+\alpha G+\beta eU\). If \(\beta\) is common to the family, the last term is the same for all surfaces, so the derivative is again \(\theta-\alpha\), now with \(\theta=1/(1+e^{(G+eU)/kT})\). The peak stays at \(\theta=\alpha\), but

\[
G^*(p)=kT\ln\frac{1-\alpha}{\alpha}+\frac{kT}{2}\ln p .
\]

For \(p=0.01\) bar the shift is \(-59.2\) meV and the peak lies at \(-37.4\) meV. The sign of \(G^*\) has changed.

*Acidity.* At proton activity \(a\) and 1 bar of H₂, the reversible potential moves by \((kT/e)\ln a\). The change in proton activity and the change in potential cancel in the adsorption free energy, so \(G^*\) stays where it was. The forward rate gains a factor \(a\) from the protons and \(a^{-\beta}\) from the potential, so \(j_0\) is multiplied by \(a^{1-\beta}\). With \(\beta=\tfrac12\) and \(a=10^{-2}\) (about pH 2), the peak current above falls from 58.4 to 5.8 mA/cm².

*Repulsion between adsorbed atoms.* In mean field, let the adsorption free energy be \(G_0+g\theta\), and let the transition state feel a share \(s\) of the repulsion. With \(x_0=G_0/kT\) and \(\gamma=g/kT\),

\[
\ln\frac{\theta}{1-\theta}=-x_0-\gamma\theta,\qquad
\ln\frac{j_0}{J}=-\alpha x_0-s\gamma\theta+\ln(1-\theta).
\]

Differentiating the first relation gives \(d\theta/dx_0=-\theta(1-\theta)/[1+\gamma\theta(1-\theta)]\). Using this in the derivative of the second and setting the result to zero,

\[
\theta\,[1+s\gamma(1-\theta)]=\alpha\,[1+\gamma\theta(1-\theta)] .
\]

If \(s=\alpha\), so that the barrier follows the actual adsorption energy, the \(\gamma\) terms cancel and \(\theta=\alpha\) survives. The zero-coverage energy at the peak is then \(G^*-g\alpha\). For a rough \(g=0.20\) eV this is \(21.8-60=-38.2\) meV. If \(s=0\), so that the transition state does not feel the neighbours, numerical maximization puts the peak at \(\theta=0.74\) and \(G_0=-176\) meV. The rule \(\theta=\alpha\) thus depends on how the barrier responds to crowding. Mean field also leaves out correlations between neighbouring atoms, and for a repulsion this strong they matter even for \(s=\alpha\). Take a square lattice with a repulsion \(g/4\) per neighbouring pair, and let the barrier feel the share \(\alpha\) of the repulsion from the actual neighbours. The highest peak then lies near \(\theta=0.17\) and \(G_0\approx+24\) meV (transfer matrix on infinite strips 6 to 10 sites wide; periodic cells of 12 and 16 sites give \(+22\) and \(+25\) meV), not at 0.30 and \(-38.2\) meV, and a second, lower maximum appears near \(-160\) to \(-180\) meV. The position depends on the lattice. On a triangular lattice, as on a close-packed face, with \(g/6\) per pair, cells of 16 and 18 sites give \(\theta\approx0.23\) to \(0.25\) and \(G_0\approx-14\) to \(-4\) meV, a spread that shows these cells are too small to fix the value. The mean-field numbers therefore show the mechanism, not a reliable peak position.

*A curved barrier.* If \(E_f\) is a smooth function of \(G\), the same differentiation gives \(\theta=dE_f/dG\) at a stationary point: the local slope replaces \(\alpha\). The point is a maximum if \(d^2E_f/dG^2>-\theta(1-\theta)/kT\) there, which holds for a straight line and for any barrier that curves upward. Adding a term \(G^2/(16B)\), the curvature obtained from two equal crossing parabolas (borrowed only for its size, since such parabolas have slope \(\tfrac12\) at \(G=0\), not 0.30), moves the peak to 21.2 meV and \(\theta=0.304\), which is negligible here. A straight line must in any case end where a barrier reaches zero, at \(G=-B/\alpha=-2.00\) eV and \(G=B/(1-\alpha)=0.86\) eV.

**Does it matter for a real cathode?**

The site density is roughly that of a close-packed metal face. The values of \(\alpha\) and \(B\) are round choices that put the peak in the range of a very active metal; many cathode metals have exchange currents lower by orders of magnitude. One assumption to question is that all surfaces share one line. A scatter of 0.05 eV in the barrier changes \(j_0\) by \(e^{0.05/0.02569}\approx7\), far more than the 9% gained by moving from \(G=0\) to \(G^*\). A difference of 20 meV in \(G\) therefore cannot reliably rank two metals. Well away from the peak and on one side of it, the limiting forms show what is needed to outweigh a net deviation of 0.05 eV between the barriers of two metals: the difference in \(G\) must exceed \(0.05/\alpha=0.17\) eV on the weak-binding side, or \(0.05/(1-\alpha)=0.07\) eV on the strong-binding side. If each metal can lie 0.05 eV off the line, in opposite directions, these differences double. Across the peak even a large difference may not separate two metals: with the numbers above, \(G=-0.10\) eV and \(G=+0.235\) eV give the same \(j_0\).

Three other effects change the size of the current more than the place of the peak:

- At 60 °C, with \(B\) and \(\alpha\) held fixed, \(G^*\) is 24.3 meV, but the peak current rises to about 760 mA/cm², 13 times the value at 25 °C.
- Proton tunnelling, estimated by the Wigner factor \(1+(h\nu/kT)^2/24\) with a rough barrier frequency of 1000 cm⁻¹, gives a factor of about 2. This shows only the order of magnitude: the Wigner factor is the start of an expansion in \(h\nu/kT\), which is about 4.8 here and not small; the full factor for a parabolic barrier, \((u/2)/\sin(u/2)\) with \(u=h\nu/kT\), is 3.6. If the tunnelling factor is common to all surfaces, it multiplies \(J\) and leaves \(G^*\) alone.
- Transport can hide a large \(j_0\). With rough values for dissolved H₂ (diffusivity \(D=4\times10^{-5}\) cm²/s, concentration \(c=0.8\) mmol/L) and a 15 µm diffusion layer, the limiting current for H₂ oxidation is \(2FDc/\delta=4.1\) mA/cm², where \(F\) is the Faraday constant and \(\delta\) the layer thickness. The peak \(j_0\) is 14 times larger. If the Tafel or Heyrovsky step is also fast, a measurement on such an electrode would largely reflect diffusion, which then makes up almost 90% of the resistance near equilibrium. With a Tafel exchange current of 1 mA/cm² that share falls to about 20%, and the Tafel step is what hides the Volmer \(j_0\).

Finally, a plating cathode works away from the reversible potential. There the steady coverage follows from the balance between the Volmer step, running in both directions, and the Heyrovsky or Tafel step that removes H\*. If the Volmer step is much the faster, the coverage stays close to the Volmer equilibrium at that potential. Which step controls the hydrogen evolution rate depends on their relative speeds. The result \(\theta=\alpha\) concerns the exchange current of the Volmer step, not the total rate at which the bath loses current to hydrogen.

Numerical values quoted here were computed with a short program.
